Kane's deep band tail from a slowly varying Gaussian potential

**Q.** A chalcogenide glass has no perfect lattice. What entitles you to begin with a parabolic band?

**A.** It is a model assumption. Suppose that a carrier near the band edge behaves as a particle of isotropic mass m, and that long-range disorder adds a potential energy V(r). If V changes slowly enough, a small region looks like a uniform band whose edge sits at V. Bonding defects and disorder on the atomic scale are left out.

In a periodic box of volume Ω, each wavevector occupies (2π)³/Ω. With two spin states, the number of states per volume inside a sphere of radius k is

n = 2(4πk³/3)/(2π)³ = k³/(3π²).

The local kinetic energy is t = E − V = ħ²k²/2m. Hence

n = (1/3π²)(2m/ħ²)^(3/2) t^(3/2),

and differentiation with respect to t gives the local density of states

dn/dt = A√t, A = (2m/ħ²)^(3/2)/(2π²).

It is zero for t < 0, because this local picture leaves out tunnelling. Energy E increases into the band and is measured from the mean edge.

**Q.** Then each region has a sharp edge. Where does a tail come from?

**A.** From regions whose edge lies below the mean. Take V to be a stationary Gaussian random field with zero mean and variance σ². In a volume containing many independent regions, the fraction with potential between V and V + dV is g(V)dV, where

g(V) = exp(−V²/2σ²)/(√(2π)σ).

Averaging the local density, then substituting t = E − V, gives

ρ(E) = A∫₋∞^E √(E−V) g(V)dV = A∫₀^∞ √t g(E−t)dt.

This was tested on eight random fields, each on a 64³ grid with a correlation length of two cells. At E = −σ the volume average was 1.006 times the integral.

Well inside the band, E ≫ σ, the square root can be expanded:

√(E−V) ≈ √E[1 − V/(2E) − V²/(8E²)].

The linear term averages to zero, so ρ(E) ≈ A√E[1 − σ²/(8E²)]. The ordinary band returns there, and the disorder matters near and below the edge.

**Q.** Below the edge, should the answer not simply follow the Gaussian distribution of V?

**A.** The Gaussian gives the main decay, but a state at E can come from any region with V < E. Put E = −ε, with binding energy ε > 0. Then V = −ε − t, and

−(ε+t)²/2σ² = −ε²/2σ² − εt/σ² − t²/2σ².

The first term is the cost of finding an edge at −ε. The second is the extra cost of going deeper to make room for kinetic energy t. It confines t to a range of order σ²/ε. The third term is then of order (σ²/ε)²/σ² = σ²/ε², and is small when ε ≫ σ. Dropping it leaves

ρ(−ε) ≈ [A/(√(2π)σ)] exp(−ε²/2σ²) ∫₀^∞ √t exp(−εt/σ²)dt.

With y = εt/σ², the integral becomes

(σ²/ε)^(3/2) ∫₀^∞ √y e^(−y)dy = (√π/2) σ³ ε^(−3/2).

The prefactors combine as (1/(√(2π)σ))(√π/2)σ³ = σ²/(2√2). Therefore

ρ(−ε) ≈ A [σ²/(2√2)] ε^(−3/2) exp(−ε²/2σ²).

This is Kane's deep tail. The power records how little kinetic phase space is available in rare wells. In d dimensions the local density varies as t^(d/2−1), and the same integral gives ε^(−d/2). The power −3/2 thus belongs to a parabolic band in three dimensions.

**Q.** You dropped a term in an exponent. How large is the error?

**A.** It can be bounded. For y ≥ 0, 1 − y ≤ e^(−y) ≤ 1. Set y = t²/2σ² and average over the normalized weight proportional to √t exp(−εt/σ²). That weight gives

⟨t²⟩ = (σ²/ε)² Γ(7/2)/Γ(3/2) = (15/4)σ⁴/ε².

Hence the local average divided by its asymptotic form obeys

1 − 15σ²/(8ε²) ≤ ratio ≤ 1.

The asymptotic form is an upper bound on the local average, and it becomes accurate as ε/σ grows. Quadrature between 20σ and 22σ, with the Gaussian divided out, gave a power of −1.492. The remaining difference from −1.5 agrees with the first correction, whose logarithmic derivative is 15σ²/(4ε²), or about 0.0085 at 21σ.

**Q.** Does the same calculation say what these states are like?

**A.** The weight √t exp(−εt/σ²) has mean kinetic energy

⟨t⟩ = (σ²/ε)Γ(5/2)/Γ(3/2) = 3σ²/(2ε).

It falls with depth because each additional amount of well depth becomes more expensive. The logarithm of the tail also gives

−d ln ρ/dε = ε/σ² + 3/(2ε).

The slope changes with ε, so this is not an exponential tail with one fixed energy. Over a small further depth s, the leading decay is exp(−εs/σ²). Integrating over s gives the number of deeper states per volume, N(ε) ≈ ρ(−ε)σ²/ε.

**Q.** A narrow well may reach −ε without holding a state there. Has zero-point energy been forgotten?

**A.** Yes, and this limits the result. To size the omission, let β be an inverse energy and calculate exp(−βH) for H = −ħ²∇²/2m + V. Write

exp(−βH)e^(ik·r) = e^(ik·r) exp[−β(ħ²k²/2m + V)] w,

with w = 1 at β = 0. Differentiate with respect to β. The terms in V and ħ²k²/2m cancel from both sides, leaving

∂w/∂β = (ħ²/2m)e^(βV)(∇² + 2ik·∇)(e^(−βV)w).

Now write w = 1 + w₁ + w₂, where the subscript counts gradients. At first order,

∂w₁/∂β = −(iħ²β/m)k·∇V,
w₁ = −(iħ²β²/2m)k·∇V.

At second order,

∂w₂/∂β = (ħ²/2m)(β²|∇V|² − β∇²V) + (ħ⁴/2m²)[β²(k·∇)²V − β³(k·∇V)²].

The last bracket comes from letting 2ik·∇ act on e^(−βV)w₁. Integration from zero to β gives

w₂ = (ħ²/2m)(β³|∇V|²/3 − β²∇²V/2) + (ħ⁴/2m²)[β³(k·∇)²V/3 − β⁴(k·∇V)²/4].

The diagonal element of exp(−βH) requires an integral over k with weight exp(−βħ²k²/2m). The term w₁ is odd in k and vanishes. For the even terms, ⟨kᵢkⱼ⟩ = mδᵢⱼ/(ħ²β), so the second bracket in w₂ contributes

(ħ²/2m)(β²∇²V/3 − β³|∇V|²/4).

Adding like terms yields

⟨w⟩ₖ = 1 − ħ²β²∇²V/(12m) + ħ²β³|∇V|²/(24m).

**Q.** The two corrections have opposite signs. Which wins after averaging over the disorder?

**A.** The disorder is stationary, so the average of the total derivative ∇·(e^(−βV)∇V) is zero. Expanding that derivative gives

⟨∇²V e^(−βV)⟩ = β⟨|∇V|² e^(−βV)⟩.

At one point, ⟨V∇V⟩ = ∇⟨V²⟩/2 = 0. Jointly Gaussian variables with zero correlation are independent, so the right side is βG⟨e^(−βV)⟩, where G = ⟨|∇V|²⟩. The curvature term has twice the size of the gradient term, and the net factor is

1 − ħ²β³G/(24m).

Choose the covariance C(r) = σ² exp(−r²/2L²). Each gradient component has variance −∂ᵢ²C(0) = σ²/L², so G = 3σ²/L² in three dimensions.

In one dimension G = σ²/L². This case was tested by diagonalizing 1500 random Hamiltonians with ħ = m = L = 1, β = 0.1 and σ = 10. The trace fell by 0.00412 relative to its classical value; the formula gives 0.00417. A sample of this size scatters by about 0.0001, so the agreement holds to a few percent, and higher gradient orders move the expected value to about 0.00409. This checks the averaged correction at modest β, not the far tail itself.

**Q.** That is a correction to a thermal sum. How does it become a correction to ρ?

**A.** The sum per volume is Z(β) = ∫ρ(E)e^(−βE)dE. Three integrations by parts give ∫ρ‴e^(−βE)dE = β³Z, since the boundary terms vanish. Matching the correction in Z gives

δρ = −(ħ²G/24m)ρ‴.

Deep in the tail, each derivative with respect to E brings a leading factor ε/σ². Thus

δρ/ρ ≈ −(ħ²/24m)(3σ²/L²)(ε/σ²)³ = −ħ²ε³/(8mL²σ⁴).

There is a simple picture of this size. Given V(0) = −ε, the mean potential nearby is −ε exp(−r²/2L²). Its curvature ε/L² corresponds to an oscillator quantum ħω = ħ√(ε/m)/L. The fractional reduction is therefore

(1/8)[ħω/(σ²/ε)]².

The local approximation needs this reduction to be small. It reaches unity where the quantum is √8 times the energy σ²/ε over which the tail decays; the two energies are already equal at half that depth. Together with the earlier condition, the usable range is at most

σ ≪ ε ≪ (8mL²σ⁴/ħ²)^(1/3).

At fixed L, Kane's form is consequently an intermediate tail. It does not describe ε → ∞.

**Q.** Does any useful range remain for a phase-change memory cell?

**A.** Consider the valence-band tail of an amorphous Ge-Sb-Te cell. Use hole energy, which increases into the valence band. The rough inputs are m equal to the electron mass, σ = 0.05 eV and L = 10 nm. At ε = 0.20 eV, or 4σ, the asymptotic density is

ρ = (6.812×10²¹ cm⁻³ eV⁻³ᐟ²) × [(0.05 eV)²/(2√2)] × (0.20 eV)^(−3/2) × 3.355×10⁻⁴
= 2.26×10¹⁶ cm⁻³ eV⁻¹.

The full local average is 2.04×10¹⁶ cm⁻³ eV⁻¹. Its ratio to the asymptotic value is 0.904, above the lower bound of 0.883.

The leading gradient correction, with ħ²/m = 0.0762 eV nm², is

−0.0762 × 0.20³/(8 × 10² × 0.05⁴) = −0.122.

Using the full third derivative gives −13% relative to the local average. This lowers the estimate to about 1.8×10¹⁶ cm⁻³ eV⁻¹. Here ħω and σ²/ε are both about 0.012 eV, so 4σ is already marginal; the modest correction owes much to the factor 1/8.

Both errors make the asymptotic form too large. The first shrinks with depth while the second grows:

At 2σ: ratio 0.74; gradient correction −2%.
At 3σ: ratio 0.85; gradient correction −6%.
At 5σ: ratio 0.93; gradient correction −25%.

The leading correction reaches unity at 0.40 eV, but the expansion has lost its accuracy before then. To first order in the gradient correction, the two errors together leave 0.72, 0.80, 0.79 and 0.70 of the asymptotic density at 2σ, 3σ, 4σ and 5σ. For these inputs the two conditions never hold well at the same depth: between 3σ and 4σ Kane's form is still about a quarter too high. It serves there as an estimate, and the full local average with its gradient correction is the better number.

**Q.** Would one cell contain a smooth tail of this kind?

**A.** No. For a cube of side 20 nm, the volume is 8×10⁻¹⁸ cm³. The local average gives 2.25×10¹⁴ cm⁻³ states deeper than 0.20 eV, hence

2.25×10¹⁴ × 8×10⁻¹⁸ = 0.0018

states per cell, counting spin. The gradient correction lowers this to about 0.0015. The shorter estimate ρσ²/ε, with the asymptotic ρ, gives 2.82×10¹⁴ cm⁻³, which is 25% higher. The cube also holds about half of one correlation volume, defined as (2π)^(3/2)L³. The density is therefore an average over many nominally equal cells. It cannot predict the spectrum of one cell, and the effect of its boundaries is not included.

**Q.** At 300 K, do the holes at least collect in this deep tail?

**A.** Most of their weight lies nearer the edge. For Boltzmann occupation, set β = 1/kT. Completing the square,

−V²/2σ² − βV = −(V+βσ²)²/2σ² + β²σ²/2,

so ⟨e^(−βV)⟩ = exp(β²σ²/2). The kinetic integral supplies β^(−3/2), giving Z ∝ β^(−3/2)exp(β²σ²/2). The mean energy is

−d ln Z/dβ = 3kT/2 − σ²/kT = 0.0388 − 0.0967 = −0.058 eV.

This is only 1.2σ below the mean edge, where the full integral is needed instead of Kane's form. At a fixed Fermi level, disorder raises the hole population by a factor of 6.5. The gradient correction to that population is −1.4%. With the Fermi level 0.35 eV from the mean edge, replacing Boltzmann by Fermi occupation changes it by about −0.01%.

**Q.** How far should an engineer trust these numbers for a real glass?

**A.** They are estimates of one contribution. A gap near 0.7 eV and a Fermi level near its middle are rough values for amorphous Ge-Sb-Te. The values of σ, L and m are less secure and depend on the film; charged defects are a plausible source of long-range fluctuations, but their potential need not have this smooth covariance. The asymptotic formula has d ln ρ/d ln σ = 2 + ε²/σ² = 18 at 4σ, so a 1% increase in σ raises the density by nearly a fifth at fixed ε. Halving m multiplies the local density by 0.35 and doubles the fractional gradient correction. The parabolic band itself needs the scattering width ħ/τ to lie well below σ. With the electron mass the two are equal at a band mobility near 23 cm²/Vs; at 1 to 10 cm²/Vs the mean free path is below a nanometre and the assumption fails. Short-range disorder and bonding defects can add states that this model cannot size, so a measured tail should not be assigned to it from its magnitude alone.

**Q.** What about the read field and the assumed band shape?

**A.** A uniform force F has no curvature, so it contributes the positive gradient term alone: δρ = ħ²F²ρ‴/(24m), with energy measured from the local mean edge. For 0.05 MV/cm this is +4% at 4σ. The internal root-mean-square gradient corresponds to 0.087 MV/cm, so the two are comparable. The +4% is not the field's whole effect on a cell. Across 20 nm the same field moves the mean edge by 0.10 eV, or 2σ. At a fixed energy 0.20 eV below the mid-cell edge, that tilt alone raises the local density averaged over the cell about 6.6 times. For ħ = m = F = β = 1, Airy states gave a trace ratio of 1.0425, against 1 + 1/24 = 1.0417 from the first correction.

A two-band estimate, ħ²k²/2m = t(1+t/E_g) with E_g = 0.7 eV, raises the local density by 6%. A mass anisotropy of 4 to 1, at fixed density-of-states mass, multiplies the gradient correction by 1.19 with one heavy axis and by 1.26 with two. These changes are smaller than the effect of a few percent uncertainty in σ. The remaining values are in the numerical output.

Values computed for the example and the checks

```
Hole mass: 1.00 electron masses
RMS potential energy sigma: 0.050 eV
Covariance length L: 10.0 nm
Rough gap: 0.70 eV
Fermi level from mean valence edge: 0.35 eV
Temperature: 300 K; kT: 0.02585 eV
Cell side: 20.0 nm
Read field: 0.050 MV/cm
hbar^2/m: 0.07620 eV nm^2
Band constant A: 6.8122e+21 cm^-3 eV^-3/2
Tail table: densities in cm^-3 eV^-1; change in percent
eps/sigma  eps(eV)  local average  asymptotic  ratio  gradient change
 2  0.10  1.9010e+19  2.5769e+19  0.7377  -1.88
 3  0.15  9.7770e+17  1.1514e+18  0.8492  -5.81
 4  0.20  2.0422e+16  2.2583e+16  0.9043  -13.17
 5  0.25  1.6778e+14  1.7951e+14  0.9346  -25.10
Detailed binding energy: 0.200 eV
Gaussian factor there: 3.3546e-04
Lower bound on exact/asymptotic: 0.8828
Mean local kinetic energy: 0.01656 eV
Its leading formula: 0.01875 eV
Log slope, local average: 86.622 eV^-1
Log slope, leading formula: 87.500 eV^-1
States deeper than this: 2.2540e+14 cm^-3
Leading estimate: 2.8229e+14 cm^-3
Expected deep states per cell: 0.00180
Correlation volumes per cell: 0.508
Leading gradient change: -12.19 percent
Depth where leading change is unity: 0.403 eV
RMS internal gradient: 0.0866 MV/cm
Read-field density change: +4.39 percent
Nonparabolic density change: +5.99 percent
Mass anisotropy tested: 4.0 to 1, same DOS mass
Gradient correction factor from it: 1.191
Density factor if mass is halved: 0.354
Hole occupancy at detailed depth: 3.0116e-03
Thermal hole density, Boltzmann: 2.1484e+14 cm^-3
Fermi correction to it: -0.0127 percent
Population gain over flat band: 6.491
Mean thermal hole energy: -0.05793 eV
Thermal gradient correction: -1.38 percent
Plane-wave count/formula: 1.00134
Random-field density/quadrature: 1.0059
Random-field squared gradient/formula: 1.0017
Deep power from 20 to 22 sigma: -1.4916
Quantum trace reduction: 0.004120
Leading trace formula: 0.004167
Airy trace/free trace: 1.042547
```
